# Why the G = 0 form factor does not fix band offsets

Take two slabs of a silicon-like crystal, each 40 atomic layers thick. A few layers below the surface their charge densities are identical, and both slabs stand in vacuum, where the electrostatic potential is zero. Yet the mean potential inside the first slab is 2.48 V and inside the second 5.26 V. The difference of 2.78 V does not shrink as the slabs are made thicker. If the interior density is the same, what has set the mean?

The question bears on a belief about empirical pseudopotentials. The crystal potential is specified by form factors $V(\mathbf G)$ at reciprocal lattice vectors, and the term at $\mathbf G=0$ is its average over the crystal. It seems to follow that this number places the bands on an absolute energy scale. With one such number for each of two semiconductors, the band offset at their junction would be a subtraction.

The belief has a sound core. The average potential does shift every level, and in a finite slab with a given charge density and two equal faces, the interior mean relative to vacuum is a definite quantity. The error is to think that the infinite crystal supplies it.

## What the constant does in one crystal

Let $H_0$ be the pseudopotential Hamiltonian with $V(0)=0$, and let $H_0\psi_{n\mathbf k}=E_n(\mathbf k)\psi_{n\mathbf k}$. A uniform potential energy multiplies every wave function by the same number, so

$$[H_0+V(0)]\psi_{n\mathbf k}=[E_n(\mathbf k)+V(0)]\psi_{n\mathbf k}.$$

The wave functions are unchanged, and so is the density of a given set of filled bands. Energy differences lose the constant, and effective masses, which come from derivatives of $E_n(\mathbf k)$, lose it too. A fit to gaps, masses or the charge density therefore contains no information about $V(0)$. Setting it to zero is a choice of energy origin made separately for each crystal.

One might hope to calculate it from the charge density instead. For a periodic charge density $\rho$, Poisson's equation $\nabla^2V=-\rho/\varepsilon_0$ gives, for each Fourier component of the electrostatic potential,

$$G^2V_{\mathbf G}=\frac{\rho_{\mathbf G}}{\varepsilon_0}.$$

For $\mathbf G\ne0$ this can be divided by $G^2$. At $\mathbf G=0$ the left side vanishes for any $V_0$, and the right side vanishes because the crystal is neutral. The equation reads $0=0$ and leaves the mean free.

The form factor $V(0)$ also contains averages of the exchange-correlation potential and of the non-Coulomb part of the ionic pseudopotential. In a local-density description these follow from the interior density and the ions. They do not remove the freedom in the electrostatic term, which enters the electron energy as $-e\bar V$, where $\bar V$ is the mean potential and $e>0$.

## The mean potential of a finite slab

To give the mean a value, the crystal must end somewhere. Consider a slab that is periodic in its plane, with normal $z$. Averaging Poisson's equation over the plane removes the in-plane derivatives, because their integrals over a period vanish. What remains is $V''(z)=-\rho(z)/\varepsilon_0$, with $V$ and $\rho$ now denoting plane averages.

Build the slab from identical cells $q(z)$, repeated with layer period $d$. The interior density is then $\rho(z)=\sum_n q(z-nd)$. Let each cell have finite extent, no net charge and no dipole:

$$\int q\,dz=0,\qquad \int zq\,dz=0.$$

The potential of one cell, starting from zero potential and zero field on the left, is

$$v(z)=-\frac1{\varepsilon_0}\int_{-\infty}^{z}(z-z')q(z')\,dz'.$$

Differentiating twice returns $v''=-q/\varepsilon_0$. To the right of the cell the integral covers all of $q$, and $v=-(z\int q\,dz'-\int z'q\,dz')/\varepsilon_0=0$. The potential of a cell is thus confined to the cell.

Its integral follows from writing $1=(z^2/2)''$ and integrating by parts twice. The boundary terms vanish because $v$ and $v'$ vanish outside the cell:

$$\int v\,dz=\int\frac{z^2}{2}v''\,dz=-\frac1{2\varepsilon_0}\int z^2q\,dz.$$

Deep inside the slab, the average over one period collects one complete copy of $v$, in pieces from neighbouring cells. Hence

$$\bar V=\frac1d\int v\,dz=-\frac{1}{2\varepsilon_0d}\int z^2q(z)\,dz.$$

The number of cells has dropped out, so thickening the slab does not remove the influence of its surfaces. The sign is as expected: negative charge lying outside positive charge makes the second moment negative and the interior potential positive.

The sum $\rho$ does not determine the second moment of $q$. Different cells can add up to the same periodic density, and they differ in how that density ends at the surface.

## Two partitions of the same density

The example uses [001] layers of the diamond structure, with lattice constant $a=0.543$ nm. Successive atomic planes are $d=a/4=0.13575$ nm apart. A fourfold screw operation carries each plane into the next, so the plane-averaged density has period $d$. Each plane holds one atom per area $a^2/2$. With four valence electrons per atom, the ionic charge per area is

$$\sigma=\frac{4e}{(0.543\ \text{nm})^2/2}=27.13\ e/\text{nm}^2.$$

Each ion plane is represented by a Gaussian of chosen width $s=0.015$ nm. About an atomic plane the electron number density is even, and can be written as

$$n(z)=\frac{\sigma}{ed}\left[1+2\sum_{m\ge1}a_m\cos(k_mz)\right],\qquad k_m=\frac{2\pi m}{d}.$$

Now divide the electrons among the layers with a window $w(z)$ that satisfies $\sum_nw(z-nd)=1$, leaving every ion plane whole. Partition A uses a box, $w=1$ for $|z|<d/2$ and zero outside. Partition B uses a triangle, $w=1-|z|/d$ for $|z|<d$ and zero outside. Between planes at $0$ and $d$, the two overlapping triangles add to $(1-z/d)+z/d=1$. Both partitions therefore rebuild the same $n(z)$ in the interior.

The cells are neutral, since $\int wn\,dz$ equals the integral of $n$ over one period, which is $\sigma/e$. They have no dipole, since $w$, $n$ and the ion are even in $z$. The formula for the mean applies to both.

The Gaussian ion contributes $\sigma s^2$ to the second moment of $q$, and the electrons contribute $-\sigma\langle z^2\rangle$, where $\langle z^2\rangle=(e/\sigma)\int z^2wn\,dz$. Thus

$$\bar V=\frac{\sigma}{2\varepsilon_0d}\left(\langle z^2\rangle-s^2\right).$$

For the box, the uniform part of $n$ gives $(1/d)\int_{-d/2}^{d/2}z^2dz=d^2/12$. For a harmonic, two integrations by parts and $\sin(k_md/2)=0$ give

$$\int_{-d/2}^{d/2}z^2\cos(k_mz)\,dz=\frac{2d(-1)^m}{k_m^2}.$$

Multiplication by $2a_m/d$ and substitution of $k_m$ yield

$$\langle z^2\rangle_A=d^2\left[\frac1{12}+\sum_{m\ge1}\frac{(-1)^ma_m}{\pi^2m^2}\right].$$

For the triangle, the uniform part gives $(2/d)\int_0^d(z^2-z^3/d)\,dz=2d^2(1/3-1/4)=d^2/6$. For the harmonics, integration by parts gives $\int_0^dz^2\cos(k_mz)\,dz=2d/k_m^2$ and $\int_0^dz^3\cos(k_mz)\,dz=3d^2/k_m^2$, so that

$$2\int_0^d\left(z^2-\frac{z^3}{d}\right)\cos(k_mz)\,dz=2\left(\frac{2d}{k_m^2}-\frac{3d}{k_m^2}\right)=-\frac{2d}{k_m^2}.$$

The same factor $2a_m/d$ then gives

$$\langle z^2\rangle_B=d^2\left[\frac16-\sum_{m\ge1}\frac{a_m}{\pi^2m^2}\right].$$

On subtraction the ion width cancels. Each harmonic carries the factor $1+(-1)^m$, which is zero for odd $m$ and two for even $m$:

$$\bar V_B-\bar V_A=\frac{\sigma d}{2\varepsilon_0}\left[\frac1{12}-\sum_{m\ \text{even}}\frac{2a_m}{\pi^2m^2}\right].$$

## The numbers, and where the charge went

The density comes from a pseudopotential calculation with form factors $-0.21$, $0.04$ and $0.08$ Ry at $G^2=3$, 8 and 11 in units of $(2\pi/a)^2$, which are rough silicon values. With a $4\times4\times4$ wave-vector mesh and plane waves up to $|\mathbf k+\mathbf G|^2=21$ in the same units, it gives $a_1=-0.033$, and $a_2$ is negligible. These values are used throughout. A converged mesh and cutoff give $a_1=-0.035$, which raises the two means found below to 2.49 and 5.27 V and leaves their difference unchanged. The negative $a_1$ means that the plane-averaged valence density is slightly larger midway between the atomic planes than on them.

With $e/\varepsilon_0=18.095$ V nm, the prefactor $\sigma/(2\varepsilon_0d)$ is $27.13\times18.095/(2\times0.13575)=1808$ V/nm². For partition A the bracket $\langle z^2\rangle-s^2$ is

$$(1.536+0.062-0.225)\times10^{-3}\ \text{nm}^2=1.373\times10^{-3}\ \text{nm}^2,$$

where the terms come from uniform electrons, their modulation and the ion width. This gives $\bar V_A=2.48$ V. For partition B the first term doubles, the others stay the same, and $\bar V_B=5.26$ V. Direct integration of Poisson's equation through the two 40-layer slabs gives the same values to within about a millivolt.

The difference is almost that of uniform electrons, $\sigma d/(24\varepsilon_0)=2.78$ V, because $a_1$ drops out and $a_2$ is tiny. A density with a strong second harmonic would behave differently: for $a_2=0.12$, the correction $2a_2/(4\pi^2)=0.0061$ takes about 7% off the term $1/12$ and lowers the difference to 2.57 V. The ambiguity is thus not a universal voltage. It depends on the density and on the two terminations compared.

Its physical origin can be read at the right-hand surface. Put the last ion plane at $z=0$ and take uniform electrons. Going from A to B removes a fraction $z/d$ of the electron density between $0$ and $d/2$, and adds a fraction $1-z/d$ between $d/2$ and $d$. Each change amounts to $\int_0^{d/2}(z/d)\,dz=d/8$, or one eighth of a layer's electrons. The outward dipole moment of the moved electrons, counted as positive numbers, is

$$\frac{\sigma}{d}\left[\int_{d/2}^{d}z\left(1-\frac zd\right)dz-\int_0^{d/2}\frac{z^2}{d}\,dz\right]
=\frac{\sigma}{d}\left[\frac{d^2}{12}-\frac{d^2}{24}\right]=\frac{\sigma d}{24}.$$

So an eighth of a layer's electrons moves outward by $d/3$ on average. This leaves a layer with its positive side inward and its negative side outward, which raises the interior potential by $\sigma d/(24\varepsilon_0)$. The opposite face does the same in mirror image. The 2.78 V is a surface dipole, and nothing in the interior records it.

## The levels move with the mean

Energy levels measured from vacuum follow this shift. To see it in a finite system, let one electron with the free mass move along $z$ in the plane-averaged potential of each slab. For $a_1=-0.033$ and to within about 1 meV, its lowest level is $-2.518$ eV in slab A and $-5.295$ eV in slab B. For the infinite one-dimensional crystal with constant term $-e\bar V$, the bottom of the lowest band lies at $-2.530$ and $-5.307$ eV. Each slab level lies above its band bottom by about 0.012 eV, close to the 0.013 eV needed to confine a free electron in a box of length $40d$. The same periodic modulation thus gives two absolute scales, and the slab decides between them.

In the three-dimensional pseudopotential model the valence top is at 10.48 eV when $V(0)=0$. Inserting $-e\bar V$ alone puts it at $10.48-2.48=8.00$ eV for A and $10.48-5.26=5.22$ eV for B. At a converged cutoff the valence top is 10.46 eV, and with the converged means the two values become about 7.97 and 5.19 eV, still 2.78 eV apart. These positive values are not predictions of ionization energies. The valence top of real silicon lies roughly 5 eV below vacuum. Two things are missing here: the short-range ionic and exchange-correlation averages, and the dipole of a real surface, which the constructed terminations were not designed to reproduce. Since both partitions have the same interior density and ions, restoring the short-range averages would move both values equally. The 2.78 eV between them would remain.

The ion width illustrates how the terms are divided. Changing $s$ from 0.015 to 0.020 nm lowers both means by 0.32 V. If the actual ionic pseudopotential is held fixed, the short-range remainder must change to compensate. The width is bookkeeping within the ion, whereas the surface dipole is a real difference in charge.

## An offset between a crystal and itself

The consequence for offsets appears when A cells on the left are joined to B cells on the right. Away from the junction and the outer surfaces, the density is the same on both sides. A calculation that used only bulk densities would have to predict no offset.

Let the last A plane be at $z=0$ and the first B plane at $z=d$. For uniform electrons, the windows add up to $1+z/d$ between $0$ and $d/2$, and to $z/d$ between $d/2$ and $d$. Relative to the unbroken crystal there is an excess of electrons followed by an equal deficit. The dipole per area of this deviation, including the negative electron charge, is

$$p=-\frac{\sigma}{d}\left[\int_0^{d/2}\frac{z^2}{d}\,dz+\int_{d/2}^{d}z\left(\frac zd-1\right)dz\right]
=-\frac{\sigma}{d}\left[\frac{d^2}{24}-\frac{d^2}{12}\right]=\frac{\sigma d}{24}.$$

By the expression for $v(z)$, now applied to the neutral deviation, the potential to its right is higher by $p/\varepsilon_0$. With the computed density, $p=0.1535\ e/\text{nm}$, and the step is $0.1535\times18.095=2.78$ V. Electron levels on the right are lower by 2.78 eV, although the two bulk crystals are the same.

For two different materials L and R, let $\epsilon_v$ be the valence top of each measured from its own value of $-e\bar V$, short-range averages included. The offset is

$$E_v^R-E_v^L=\epsilon_v^R-\epsilon_v^L-e(\bar V_R-\bar V_L).$$

The first two terms on the right come from bulk calculations. The last requires the charge density across the interface, or a measurement. Subtracting two independently chosen values of $V(0)$ assigns that last term by convention. If the values were instead fitted to a measured offset, they reproduce it, but the information entered through the measurement. Using them at another interface assumes that the interface contribution is the same there.

## How this compares with real silicon

The two terminations are constructed densities, not ground states, and this is a major departure from a real device. The model has an indirect gap of 0.81 eV (0.82 eV at a converged cutoff), against roughly 1.1 eV in silicon at room temperature. The junction step exceeds the model gap by 1.96 eV, so valence states on the left lie above empty conduction states on the right. Electrons would flow to the right and reduce the step. For an undisturbed homojunction the unbroken crystal is a solution with no step at all, so self-consistency can remove the whole 2.78 V. The field of the deviation charge peaks at about 630 MV/cm. That is far above silicon's breakdown field, roughly 0.3 MV/cm, but it is confined to one layer spacing, where a breakdown criterion for extended fields does not apply.

Four further corrections, estimated here, are small beside the step. Full depletion at a doping of $10^{17}$ cm⁻³, with a rough relative permittivity of 12, bends the potential by 0.6 mV between the centre and a face of the slab. A 300 K rise in temperature, with a rough expansion coefficient of $2.6\times10^{-6}$ K⁻¹, lowers the difference by about 2 mV, because $\sigma d$ varies as $1/a$. Spin-orbit coupling splits the sixfold valence top (spin included) into four states raised by one third of the splitting and two lowered by two thirds, which keeps their average fixed. A splitting of roughly 0.04 eV therefore raises the valence top by 13 meV in both partitions. One finer wave-vector mesh with a larger plane-wave cutoff raises the individual means by about 5 mV, and full convergence raises both by 6 to 7 mV, leaving their difference unchanged. The numerical output below lists the values.

Real surfaces and interfaces choose their own dipoles through atomic positions, bonding and charge transfer, so a real offset is neither arbitrary nor undefined. The freedom belongs to the infinite crystal, whose description has left out the place where the choice is made.

## Values computed for the example and the checks

```
lattice constant (rough Si)           0.543 nm
form factors V3, V8, V11 (rough Si)   -0.21, 0.04, 0.08 Ry
layer period d                        0.13575 nm
ion charge per atomic plane           27.133 e/nm2
chosen ion width s                    0.015 nm
e/eps0                                18.0951 V nm
density coefficient a_1               -0.03334 (no unit)
density coefficient a_2               -0.00001 (no unit)
indirect gap of the model             0.814 eV
conduction minimum along Gamma-X      0.85 (2 pi/a)
valence top with V(0)=0               10.482 eV
number of layers in each slab         40
partition A: mean from Poisson       2.482 V
partition A: mean from moment        2.483 V
partition A: valence top, V(0)=-eVbar 8.000 eV
partition A: 1D slab lowest level    -2.5177 eV
partition A: 1D infinite band bottom -2.5299 eV
partition B: mean from Poisson       5.260 V
partition B: mean from moment        5.260 V
partition B: valence top, V(0)=-eVbar 5.222 eV
partition B: 1D slab lowest level    -5.2957 eV
partition B: 1D infinite band bottom -5.3069 eV
difference of means, B minus A        2.778 V
same, closed formula                  2.777 V
same, uniform electrons               2.777 V
homojunction step, A to B             2.778 V
homojunction dipole per area          0.15354 e/nm
peak field of deviation charge        630.3 MV/cm
step energy minus gap                 1.964 eV
1D box confinement energy             0.0128 eV
wider ion width tried                 0.020 nm
mean shift from wider ion, A and B    -0.316 V
mean change, finer k mesh and cutoff  4.580 mV
doping assumed                        1.0e+17 cm-3
relative permittivity (rough)         12
depletion bending, centre to face     0.556 mV
expansion coefficient (rough)         2.6e-06 1/K
temperature rise assumed              300 K
difference reduced by expansion       2.17 mV
spin-orbit splitting (rough input)    0.04 eV
valence-top rise by spin-orbit        13 meV
```
